# Ray direction of hyperbolic phonon polaritons in hexagonal boron nitride: a numerical check

```python
"""
Result under test: in a uniaxial crystal with in-plane permittivity e_t < 0 and
axial permittivity e_z > 0, high-wavevector p-polarized polaritons carry energy
at the acute angle theta to the optic axis z, with tan(theta) = sqrt(-e_t/e_z).

Symbols: kx, kz = wavevector parts across and along z; k0 = omega/c; q = kx/k0.
TO, LO = transverse and longitudinal phonon wavenumbers; gamma = damping;
e_inf = high-frequency permittivity. Oscillator data are rough typical values
for hexagonal boron nitride. In the eigenproblem, frequency and k/(2 pi) are
both in cm^-1, so that the speed of light is one.
"""
import numpy as np
from scipy.constants import c as light_speed

WAVENUMBER = 1500.0
E_T, E_Z = -4.47, 2.81
IN_PLANE = dict(e_inf=4.87, TO=1370.0, LO=1610.0, gamma=5.0)
AXIAL = dict(e_inf=2.95, TO=780.0, LO=830.0, gamma=4.0)


def permittivity(w, osc, lossy=False, shift=0.0):
    to, lo = osc["TO"] + shift, osc["LO"] + shift
    damping = 1j * osc["gamma"] * w if lossy else 0.0
    return osc["e_inf"] * (1 + (lo**2 - to**2) / (to**2 - w**2 - damping))


def limit_angle(et, ez):
    return np.degrees(np.arctan(np.sqrt(-et / ez)))


def finite_angle(et, ez, q):
    return np.degrees(np.arctan(np.sqrt(-et / ez) / np.sqrt(1 - ez / q**2)))


def maxwell_lattice_matrix(kx, kz, lossy=False):
    """Scaled variables: Ex, Ez, Hy, ionic velocities x,z, displacements x,z."""
    m = np.zeros((7, 7), complex)
    m[0, 2] = m[2, 0] = kz / np.sqrt(IN_PLANE["e_inf"])
    m[1, 2] = m[2, 1] = -kx / np.sqrt(AXIAL["e_inf"])
    for field, velocity, place, osc in ((0, 3, 5, IN_PLANE), (1, 4, 6, AXIAL)):
        coupling = np.sqrt(osc["LO"]**2 - osc["TO"]**2)
        m[field, velocity] = -1j * coupling
        m[velocity, field] = 1j * coupling
        m[velocity, place] = -1j * osc["TO"]
        m[place, velocity] = 1j * osc["TO"]
        if lossy:
            m[velocity, velocity] = -1j * osc["gamma"]
    return m


def mode_frequency(kx, kz):
    values = np.linalg.eigvalsh(maxwell_lattice_matrix(kx, kz))
    return values[np.argmin(abs(values - WAVENUMBER))]


def group_velocity(kx, kz):
    hx, hz = 1e-4 * kx, 1e-4 * kz
    vx = (mode_frequency(kx + hx, kz) - mode_frequency(kx - hx, kz)) / (2 * hx)
    vz = (mode_frequency(kx, kz + hz) - mode_frequency(kx, kz - hz)) / (2 * hz)
    return np.array([vx, vz])


def energy_velocity(kx, kz):
    values, vectors = np.linalg.eigh(maxwell_lattice_matrix(kx, kz))
    state = vectors[:, np.argmin(abs(values - WAVENUMBER))]
    ex = state[0] / np.sqrt(IN_PLANE["e_inf"])
    ez = state[1] / np.sqrt(AXIAL["e_inf"])
    magnetic = np.conj(state[2])
    # Poynting flux over energy density; the state has unit norm.
    return 2 * np.array([(-ez * magnetic).real, (ex * magnetic).real])


# Inputs and main result for the stated permittivities
k0 = 2 * np.pi * WAVENUMBER * 1e-7          # nm^-1
kx_example = 0.05                         # nm^-1
thickness = 100.0                         # nm
q_example = kx_example / k0
theta = limit_angle(E_T, E_Z)
kz_example = np.sqrt(-E_T * (q_example**2 / E_Z - 1)) * k0
k_angle = np.degrees(np.arctan(kx_example / kz_example))
theta_finite = finite_angle(E_T, E_Z, q_example)
assert round(theta) == 52

# The oscillator model must reproduce the stated, rounded permittivities.
et = permittivity(WAVENUMBER, IN_PLANE)
ez = permittivity(WAVENUMBER, AXIAL)
assert abs(et - E_T) < 0.006 and abs(ez - E_Z) < 0.006
model_theta = limit_angle(et, ez)

# Dispersion, group direction and energy direction from the eigenproblem
angle_rows = []
for q in (2.0, 5.0, q_example):
    kx = q * WAVENUMBER
    kz = np.sqrt(-et * (q**2 / ez - 1)) * WAVENUMBER
    assert abs(mode_frequency(kx, kz) - WAVENUMBER) < 1e-6
    velocity = group_velocity(kx, kz)
    flux_velocity = energy_velocity(kx, kz)
    assert velocity[0] > 0 and velocity[1] < 0
    assert np.allclose(velocity, flux_velocity, rtol=1e-5, atol=0)
    numeric_angle = np.degrees(np.arctan2(velocity[0], -velocity[1]))
    assert abs(numeric_angle - finite_angle(et, ez, q)) < 1e-3
    angle_rows.append((q, numeric_angle))
assert abs(angle_rows[-1][1] - model_theta) < 0.03
cos_between = velocity @ np.array([kx, kz])
cos_between /= np.linalg.norm(velocity) * np.hypot(kx, kz)
ray_k_angle = np.degrees(np.arccos(cos_between))
assert abs(ray_k_angle - 90) < 0.1

# Spatial decay from complex permittivity against lifetime times velocity
et_lossy = permittivity(WAVENUMBER, IN_PLANE, lossy=True)
ez_lossy = permittivity(WAVENUMBER, AXIAL, lossy=True)


def decaying_kz(kx_nm):
    root = np.sqrt(et_lossy * (k0**2 - kx_nm**2 / ez_lossy) + 0j)
    return np.where(root.imag < 0, -root, root)


kz_lossy = complex(decaying_kz(kx_example))
assert kz_lossy.real < 0 < kz_lossy.imag
depth = 1 / (2 * kz_lossy.imag)
damped = np.linalg.eigvals(maxwell_lattice_matrix(kx, kz, lossy=True))
damped = damped[np.argmin(abs(damped - WAVENUMBER))]
lifetime = 1 / (2 * abs(damped.imag) * 2 * np.pi * light_speed * 100)  # s
depth_from_lifetime = abs(velocity[1]) * light_speed * lifetime * 1e9
# The two agree to first order in damping, hence one per cent.
assert abs(depth_from_lifetime / depth - 1) < 0.01
range_on_ray = depth / np.cos(np.radians(model_theta))
loss_theta = np.degrees(np.arctan(abs((kx_example / ez_lossy).real)
                                  / abs((kz_lossy / et_lossy).real)))
loss_turn = loss_theta - finite_angle(et, ez, q_example)

# Field of a narrow line source: find the bright ray without using its angle.
source_width = 10.0                       # nm, Gaussian length parameter
dk = 4e-4
k_grid = (np.arange(1500) + 0.5) * dk
x_grid = np.arange(0, 500.1, 0.25)
cosines = np.cos(np.outer(x_grid, k_grid))
ray_rows = []
for z in (100.0, 200.0):
    spectrum = np.exp(-(k_grid * source_width)**2 / 2
                      + 1j * decaying_kz(k_grid) * z)
    intensity = abs(cosines @ spectrum * 2 * dk)**2
    x_peak = x_grid[np.argmax(intensity)]
    peak_angle = np.degrees(np.arctan2(x_peak, z))
    # Finite source width and the tail of the twin ray shift the peak slightly.
    assert abs(peak_angle - model_theta) < 0.5
    ray_rows.append((z, x_peak, peak_angle))

# Sizes of neglected effects
softening = 3.0                           # cm^-1, assumed for a hot chip
et_hot = permittivity(WAVENUMBER, IN_PLANE, shift=-softening)
hot_turn = limit_angle(et_hot, ez) - model_theta
lattice_length = 0.25                     # nm, rough in-plane lattice constant
nonlocal_shift = IN_PLANE["TO"] * (kx_example * lattice_length)**2
et_nonlocal = permittivity(WAVENUMBER, IN_PLANE, shift=-nonlocal_shift)
nonlocal_turn = limit_angle(et_nonlocal, ez) - model_theta
mode_spacing = np.pi / thickness * np.sqrt(-E_Z / E_T)
assert max(abs(loss_turn), abs(hot_turn), abs(nonlocal_turn)) < 2

print(f"Wavenumber: {WAVENUMBER:.0f} cm^-1")
print(f"Stated in-plane permittivity: {E_T:.2f}")
print(f"Stated axial permittivity: {E_Z:.2f}")
print(f"Ratio -e_t/e_z: {-E_T / E_Z:.4f}")
print(f"tan(theta), high-k limit: {np.sqrt(-E_T / E_Z):.4f}")
print(f"Ray angle, high-k limit: {theta:.2f} deg")
print(f"k0: {k0:.4e} nm^-1")
print(f"Example kx: {kx_example:.3f} nm^-1")
print(f"Example q = kx/k0: {q_example:.2f}")
print(f"Cutoff q = sqrt(e_z): {np.sqrt(E_Z):.3f}")
print(f"Example |kz|: {kz_example:.5f} nm^-1")
print(f"Wavevector angle to axis: {k_angle:.2f} deg")
print(f"Ray angle at example kx: {theta_finite:.3f} deg")
print(f"Finite-k turn: {theta_finite - theta:.4f} deg")
print(f"Flake thickness: {thickness:.0f} nm")
shift_once = thickness * np.sqrt(-E_T / E_Z)
print(f"Lateral shift, one crossing: {shift_once:.1f} nm")
print(f"Spot distance on one face: {2 * shift_once:.1f} nm")
for name, osc in (("In-plane", IN_PLANE), ("Axial", AXIAL)):
    print(f"{name} e_inf: {osc['e_inf']:.2f}; TO, LO, gamma: "
          f"{osc['TO']:.0f}, {osc['LO']:.0f}, {osc['gamma']:.0f} cm^-1")
print(f"Oscillator model e_t, e_z: {et:.4f}, {ez:.4f}")
print(f"Oscillator model limit angle: {model_theta:.2f} deg")
for q, angle in angle_rows:
    print(f"Eigenproblem ray angle at q={q:.2f}: {angle:.3f} deg")
print(f"Angle between ray and k: {ray_k_angle:.3f} deg")
print(f"Group speed / c: {np.linalg.norm(velocity):.3e}")
print(f"Lossy e_t: {et_lossy.real:.3f} + {et_lossy.imag:.3f} i")
print(f"Lossy e_z: {ez_lossy.real:.4f} + {ez_lossy.imag:.5f} i")
print(f"Lossy kz: {kz_lossy.real:.5f} + {kz_lossy.imag:.6f} i nm^-1")
print(f"Energy lifetime: {lifetime * 1e12:.3f} ps")
print(f"Intensity 1/e depth from kz: {depth:.1f} nm")
print(f"Same depth from lifetime: {depth_from_lifetime:.1f} nm")
print(f"Intensity 1/e range along ray: {range_on_ray:.1f} nm")
print(f"Line-source width parameter: {source_width:.0f} nm")
for z, x_peak, angle in ray_rows:
    print(f"Bright ray at z={z:.0f} nm: x={x_peak:.2f} nm, {angle:.2f} deg")
print(f"Turn due to loss: {loss_turn:.4f} deg")
print(f"Assumed phonon softening: {softening:.1f} cm^-1")
print(f"Turn due to softening: {hot_turn:.2f} deg")
print(f"Rough lattice length: {lattice_length:.2f} nm")
print(f"Nonlocal frequency scale: {nonlocal_shift:.3f} cm^-1")
print(f"Turn due to nonlocality: {nonlocal_turn:.3f} deg")
print(f"Guided-mode spacing in kx: {mode_spacing:.4f} nm^-1")
print("all assertions hold")
```

It prints:

```
Wavenumber: 1500 cm^-1
Stated in-plane permittivity: -4.47
Stated axial permittivity: 2.81
Ratio -e_t/e_z: 1.5907
tan(theta), high-k limit: 1.2612
Ray angle, high-k limit: 51.59 deg
k0: 9.4248e-04 nm^-1
Example kx: 0.050 nm^-1
Example q = kx/k0: 53.05
Cutoff q = sqrt(e_z): 1.676
Example |kz|: 0.06303 nm^-1
Wavevector angle to axis: 38.42 deg
Ray angle at example kx: 51.604 deg
Finite-k turn: 0.0139 deg
Flake thickness: 100 nm
Lateral shift, one crossing: 126.1 nm
Spot distance on one face: 252.2 nm
In-plane e_inf: 4.87; TO, LO, gamma: 1370, 1610, 5 cm^-1
Axial e_inf: 2.95; TO, LO, gamma: 780, 830, 4 cm^-1
Oscillator model e_t, e_z: -4.4654, 2.8053
Oscillator model limit angle: 51.60 deg
Eigenproblem ray angle at q=2.00: 66.579 deg
Eigenproblem ray angle at q=5.00: 53.247 deg
Eigenproblem ray angle at q=53.05: 51.613 deg
Angle between ray and k: 89.972 deg
Group speed / c: 1.899e-03
Lossy e_t: -4.462 + 0.188 i
Lossy e_z: 2.8053 + 0.00053 i
Lossy kz: -0.06304 + 0.001331 i nm^-1
Energy lifetime: 1.063 ps
Intensity 1/e depth from kz: 375.8 nm
Same depth from lifetime: 375.7 nm
Intensity 1/e range along ray: 605.0 nm
Line-source width parameter: 10 nm
Bright ray at z=100 nm: x=125.50 nm, 51.45 deg
Bright ray at z=200 nm: x=252.00 nm, 51.56 deg
Turn due to loss: 0.0066 deg
Assumed phonon softening: 3.0 cm^-1
Turn due to softening: -0.70 deg
Rough lattice length: 0.25 nm
Nonlocal frequency scale: 0.214 cm^-1
Turn due to nonlocality: -0.050 deg
Guided-mode spacing in kx: 0.0249 nm^-1
all assertions hold
```
